# Kramers–Wannier duality of the transverse-field Ising ring: a program that tests the result

```python
"""Kramers-Wannier duality of the transverse-field Ising ring.

H_t(J,h) = -J sum Z_j Z_(j+1) - h sum X_j, last bond multiplied by (-1)^t.
t = 0 periodic, t = 1 antiperiodic; parity prod X_j = (-1)^p; g = h/J.
Result under test: H_t(J,h) in parity sector p is unitarily equivalent to
H_p(h,J) in parity sector t.  Free fermions then show that the gap closes,
and the ground energy per site is singular, only at g = 1.
Energies are in a unit E0, the bond coupling of the first example chain.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import hadamard

SECTORS = [(0, 0), (0, 1), (1, 0), (1, 1)]


def bits(n_sites):
    """Row i holds the spins s_1..s_N of basis state i (0 means Z = +1)."""
    index = np.arange(2**n_sites)
    return (index[:, None] >> np.arange(n_sites - 1, -1, -1)) & 1


def hamiltonian(bonds, fields, twist):
    """Dense spin Hamiltonian with site-dependent couplings."""
    n_sites = len(bonds)
    z = 1 - 2 * bits(n_sites)
    signed = np.array(bonds, dtype=float)
    signed[-1] *= (-1)**twist
    matrix = np.diag(-(z * np.roll(z, -1, axis=1)) @ signed)
    index = np.arange(2**n_sites)
    for j, field in enumerate(fields):
        matrix[index ^ (1 << (n_sites - 1 - j)), index] -= field
    return matrix


def uniform(n_sites, J, h, twist):
    return hamiltonian([J] * n_sites, [h] * n_sites, twist)


def parity_basis(n_sites, p):
    """Columns (|s> + (-1)^p |flipped s>)/sqrt(2) with s_1 = 0."""
    half = np.eye(2**(n_sites - 1))
    return np.vstack([half, (-1)**p * half[::-1]]) / np.sqrt(2)


def dual_basis(n_sites, twist):
    """Dual X-basis states labelled by the domain walls of each s."""
    s = bits(n_sites)[:2**(n_sites - 1)]
    walls = s ^ np.roll(s, -1, axis=1)
    walls[:, -1] ^= twist
    labels = walls @ (1 << np.arange(n_sites - 1, -1, -1))
    return hadamard(2**n_sites)[:, labels] / 2**(n_sites / 2)


def sector_eigh(n_sites, J, h, twist, p):
    basis = parity_basis(n_sites, p)
    energy, vector = np.linalg.eigh(
        basis.T @ uniform(n_sites, J, h, twist) @ basis)
    return energy, basis @ vector


def modes(n_sites, J, h, twist, p):
    """Mode energies sigma_k and the required product of the signs x_k."""
    eta = -(-1)**(twist + p)
    shift = 0.0 if eta == 1 else 0.5
    k = 2 * np.pi * (np.arange(n_sites) + shift) / n_sites
    sigma = np.sqrt(np.maximum(J*J + h*h - 2*J*h*np.cos(k), 0.0))
    det_sign = 1 if (eta == -1 or h >= J) else -1
    return np.sort(sigma), (-1)**p * det_sign


def lowest_two(n_sites, J, h, twist, p):
    sigma, product = modes(n_sites, J, h, twist, p)
    vacuum = -sigma.sum()
    if product == 1:
        return np.array([vacuum, vacuum + 2 * (sigma[0] + sigma[1])])
    return vacuum + 2 * sigma[:2]


# The explicit unitary, tested term by term through random couplings.
rng = np.random.default_rng(4)
worst_map = 0.0
for n in (5, 6):
    for t, p in SECTORS:
        J_list, h_list = rng.uniform(0.3, 1.7, (2, n))
        A, B = parity_basis(n, p), dual_basis(n, t)
        assert np.allclose(B.T @ B, np.eye(2**(n - 1)), atol=1e-12)
        # Global spin flip reverses the order of the Z-basis states.
        assert np.allclose(B[::-1], (-1)**t * B, atol=1e-12)
        original = A.T @ hamiltonian(J_list, h_list, t) @ A
        dual = B.T @ hamiltonian(np.roll(h_list, -1), J_list, p) @ B
        worst_map = max(worst_map, np.abs(original - dual).max())
assert worst_map < 1e-11

# Every many-body level against the free-fermion sign rule.
worst_fermion = 0.0
for n in (5, 6):
    signs = np.array(list(itertools.product([1, -1], repeat=n)))
    for J, h in ((1.0, 0.6), (0.6, 1.0), (1.0, 1.0)):
        for t, p in SECTORS:
            sigma, product = modes(n, J, h, t, p)
            allowed = signs[signs.prod(axis=1) == product]
            predicted = np.sort(-allowed @ sigma)
            exact = sector_eigh(n, J, h, t, p)[0]
            worst_fermion = max(worst_fermion,
                                np.abs(predicted - exact).max())
assert worst_fermion < 1e-10

# Worked example: an ordered chain and its dual.
N, J, h = 8, 1.0, 0.5
print(f"Example: N = {N}, J = {J} E0, h = {h} E0, g = {h/J}")
print(f"Dual chain: J = {h} E0, h = {J} E0, g = {J/h}")
print(f"Largest matrix mismatch of duality map: {worst_map:.1e} E0")
print(f"Largest free-fermion level mismatch: {worst_fermion:.1e} E0")
first = {s: sector_eigh(N, J, h, *s) for s in SECTORS}
second = {s: sector_eigh(N, h, J, *s) for s in SECTORS}
print("Sector (t,p): lowest energy, first chain; dual chain [E0]")
for t, p in SECTORS:
    assert np.allclose(first[t, p][0], second[p, t][0], atol=1e-10)
    assert np.allclose(first[t, p][0][:2], lowest_two(N, J, h, t, p),
                       atol=1e-10)
    print(f"  ({t},{p}): {first[t, p][0][0]:.6f}; "
          f"{second[t, p][0][0]:.6f}")
wall = first[1, 0][0][0] - first[0, 0][0][0]
flip = second[0, 1][0][0] - second[0, 0][0][0]
assert abs(wall - flip) < 1e-10
print(f"Domain-wall energy, first chain: {wall:.6f} E0")
print(f"Spin-flip energy, dual chain: {flip:.6f} E0")

# The complete periodic rings are not equivalent.
ring_first = np.linalg.eigvalsh(uniform(N, J, h, 0))
ring_dual = np.linalg.eigvalsh(uniform(N, h, J, 0))
assert np.abs(ring_first - ring_dual).max() > 0.1
# Rescaling cannot help: ratios to the ground energy also differ.
assert np.abs(ring_first / ring_first[0]
              - ring_dual / ring_dual[0]).max() > 0.01
print("Four lowest periodic levels above the ground level [E0]:")
for name, level in (("first", ring_first), ("dual", ring_dual)):
    values = ", ".join(f"{x:.6f}" for x in level[1:5] - level[0])
    print(f"  {name} chain: {values}")

# A spin correlation becomes a string of dual X operators.
distance = 3
z = 1 - 2 * bits(N)
ground = first[0, 0][1][:, 0]
dual_ground = second[0, 0][1][:, 0]
correlation = np.sum(ground**2 * z[:, 0] * z[:, distance])
mask = sum(1 << (N - 1 - j) for j in range(distance))
string = dual_ground @ dual_ground[np.arange(2**N) ^ mask]
assert abs(correlation - string) < 1e-10
print(f"<Z_1 Z_4>, first chain: {correlation:.6f}")
print(f"<X_1 X_2 X_3>, dual chain: {string:.6f}")

# At the self-dual point the exchanged sectors have equal spectra.
critical = {s: sector_eigh(N, 1.0, 1.0, *s)[0] for s in SECTORS}
assert np.allclose(critical[0, 1], critical[1, 0], atol=1e-10)
critical_gap = critical[0, 1][0] - critical[0, 0][0]
assert abs(critical_gap - 2 * np.tan(np.pi / (4 * N))) < 1e-10
print(f"Critical gap from diagonalization, N = 8: {critical_gap:.6f} E0")

print("E(0,1)-E(0,0) [E0], J = 1 E0, for g = 0.5; 1; 2:")
for n in (8, 16, 32):
    row = [lowest_two(n, 1.0, g, 0, 1)[0]
           - lowest_two(n, 1.0, g, 0, 0)[0] for g in (0.5, 1.0, 2.0)]
    bound = 4 * n * 0.5**n / ((1 - 0.5**2) * (1 - 0.5**(2 * n)))
    assert 0 < row[0] < bound
    assert abs(row[1] - 2 * np.tan(np.pi / (4 * n))) < 1e-10
    print(f"  N = {n}: {row[0]:.3e}; {row[1]:.6f}; {row[2]:.6f}")

# Periodic gap above the ground state or the pair of ground states.
large = 400
print(f"Periodic-ring gap at N = {large}, J = 1 E0; large-N limit [E0]:")
for g in (0.5, 0.8, 1.0, 1.25, 2.0):
    levels = np.sort(np.concatenate(
        [lowest_two(large, 1.0, g, 0, p) for p in (0, 1)]))
    gap = levels[2 if g < 1 else 1] - levels[0]
    limit = 4 * (1 - g) if g < 1 else 2 * (g - 1)
    # The remaining difference is the finite momentum spacing.
    assert abs(gap - limit) < 5e-3
    print(f"  g = {g}: {gap:.6f}; {limit:.6f}")


def density(g):
    """Ground energy per site divided by J, from the mode integral."""
    return -quad(lambda k: np.sqrt(max(1 + g*g - 2*g*np.cos(k), 0.0)),
                 0, np.pi, epsabs=1e-12)[0] / np.pi


print("Ground energy per site divided by J, f(g):")
for g in (0.5, 1.0, 2.0):
    finite = lowest_two(large, 1.0, g, 0, 0)[0] / large
    assert abs(density(g) - finite) < 1e-5
    assert abs(density(g) - g * density(1 / g)) < 1e-10
    print(f"  g = {g}: {density(g):.6f}")

# Curvature: derivative of the elliptic form against direct quadrature.
mp.mp.dps = 30


def elliptic_density(g):
    return -2 * (1 + g) * mp.ellipe(4 * g / (1 + g)**2) / mp.pi


def curvature_integral(g):
    def integrand(k):
        q = (1 - g)**2 + 4 * g * np.sin(k / 2)**2
        return np.sin(k)**2 / q**1.5
    edges = [0, 1e-5, 1e-4, 1e-3, 1e-2, 0.1, 1, np.pi]
    return -sum(quad(integrand, a, b)[0]
                for a, b in zip(edges[:-1], edges[1:])) / np.pi


print("Second derivative f'' close to g = 1:")
for side in (-1, 1):
    curvature = []
    for offset in ("1e-3", "1e-4", "1e-5"):
        g = 1 + side * mp.mpf(offset)
        value = float(mp.diff(elliptic_density, g, 2))
        assert abs(value - curvature_integral(float(g))) < 1e-6
        curvature.append(value)
        print(f"  g - 1 = {side * float(offset):.0e}: {value:.5f}")
    step = curvature[2] - curvature[1]
    assert abs(step + np.log(10) / np.pi) < 1e-3
print(f"Predicted change per factor ten: {-np.log(10)/np.pi:.5f}")

print("finished without a failed check")
```

Running it gives:

```
Example: N = 8, J = 1.0 E0, h = 0.5 E0, g = 0.5
Dual chain: J = 0.5 E0, h = 1.0 E0, g = 2.0
Largest matrix mismatch of duality map: 1.8e-15 E0
Largest free-fermion level mismatch: 8.0e-15 E0
Sector (t,p): lowest energy, first chain; dual chain [E0]
  (0,0): -8.509082; -8.509082
  (0,1): -8.507626; -7.507626
  (1,0): -7.507626; -8.507626
  (1,1): -7.366943; -7.366943
Domain-wall energy, first chain: 1.001456 E0
Spin-flip energy, dual chain: 1.001456 E0
Four lowest periodic levels above the ground level [E0]:
  first chain: 0.001456, 2.284278, 2.475082, 2.475082
  dual chain: 1.001456, 1.475082, 1.475082, 2.237524
<Z_1 Z_4>, first chain: 0.929663
<X_1 X_2 X_3>, dual chain: 0.929663
Critical gap from diagonalization, N = 8: 0.196983 E0
E(0,1)-E(0,0) [E0], J = 1 E0, for g = 0.5; 1; 2:
  N = 8: 1.456e-03; 0.196983; 2.002912
  N = 16: 3.874e-06; 0.098254; 2.000008
  N = 32: 4.101e-11; 0.049097; 2.000000
Periodic-ring gap at N = 400, J = 1 E0; large-N limit [E0]:
  g = 0.5: 2.000123; 2.000000
  g = 0.8: 0.800493; 0.800000
  g = 1.0: 0.003927; 0.000000
  g = 1.25: 0.500000; 0.500000
  g = 2.0: 2.000000; 2.000000
Ground energy per site divided by J, f(g):
  g = 0.5: -1.063544
  g = 1.0: -1.273240
  g = 2.0: -2.127089
Second derivative f'' close to g = 1:
  g - 1 = -1e-03: -2.22728
  g - 1 = -1e-04: -2.95746
  g - 1 = -1e-05: -3.69002
  g - 1 = 1e-03: -2.22092
  g - 1 = 1e-04: -2.95660
  g - 1 = 1e-05: -3.68991
Predicted change per factor ten: -0.73294
finished without a failed check
```
